# The Marcus Electron-Transfer Rate from the Distribution of Energy Gaps, part 2

An electron in a polar liquid passes from a donor (state D) to an acceptor (state A), and we want the rate \(k\). The electronic coupling \(V\) is real and independent of the nuclear coordinates. Energies are in eV, times in fs and rates in 1/s; \(kT\) is the thermal energy.

The nuclear Hamiltonians \(H_D\) and \(H_A\) differ by the vertical gap \(x=H_A-H_D\), a function of the nuclear coordinates alone. Its equilibrium densities in D and A are \(P_D(x)\) and \(P_A(x)\); in D it has mean \(m\) and variance \(\sigma^2\). \(\Delta G\) is the free energy of A minus that of D. For weak coupling and slow, classical nuclei,

\[
k=\frac{2\pi}{\hbar}V^2P_D(0).
\]

For classical nuclei and any gap distribution, the exact relation is

\[
P_A(x)=P_D(x)\,e^{-(x-\Delta G)/kT},
\]

and normalization of \(P_A\) gives

\[
e^{-\Delta G/kT}=\int P_D(x)\,e^{-x/kT}dx .
\]

One classical harmonic mode, displaced between the states with distortion energy \(\lambda\), has \(m=\lambda+\Delta G\) and \(\sigma^2=2\lambda kT\). The resulting \(k\) is the Marcus rate.

With quantum nuclei, \(|i\rangle\) and \(|f\rangle\) are the vibrational eigenstates of \(H_D\) and \(H_A\), with energies \(E_i\) and \(E_f\), and \(p_i\) are the thermal weights in D. The golden-rule (Franck-Condon) rate is

\[
k=\frac{2\pi}{\hbar}V^2\sum_{i,f}p_i|\langle i|f\rangle|^2\,\delta(E_f-E_i).
\]

Equivalently,

\[
k=\frac{V^2}{\hbar^2}\int_{-\infty}^{\infty}C(s)\,ds ,
\qquad
C(s)=\left\langle e^{iH_Ds/\hbar}e^{-iH_As/\hbar}\right\rangle_D ,
\]

where \(C(s)\) decays in about \(\hbar/\sigma\), the dephasing time. For one mode of angular frequency \(\omega\), the energy differences are spaced by \(\hbar\omega\), and each line's weight divided by \(\hbar\omega\) acts as a density. The gap variance becomes \(\lambda\hbar\omega\coth(\hbar\omega/2kT)\), slightly above \(2\lambda kT\) for a slow mode.

The example has \(\lambda=0.8\) eV, \(\Delta G=-0.5\) eV, \(V=0.0005\) eV and \(T=300\) K. The closing table also lists a check of the golden rule by the full Schrödinger equation for the two electronic states and one mode, within one period \(2\pi/\omega\).

### The Gaussian fixes both parameters

Let \(P_D\) be Gaussian. The exponent of \(P_D(x)e^{-x/kT}\) is rewritten by completing the square:

\[
-\frac{(x-m)^2}{2\sigma^2}-\frac{x}{kT}
=-\frac{(x-m+\sigma^2/kT)^2}{2\sigma^2}-\frac{m}{kT}+\frac{\sigma^2}{2(kT)^2}.
\]

To verify this, expand the square on the right. Its cross term gives \(-(x-m)/kT\) and its constant gives \(-\sigma^2/2(kT)^2\); the last two terms cancel the surplus \(+m/kT\) and this constant.

The first term on the right is a Gaussian of unchanged width, whose integral is cancelled by the normalization factor of \(P_D\). The integral over \(x\) therefore gives

\[
\Delta G=m-\frac{\sigma^2}{2kT}.
\]

The same expression shows that \(P_A\) is Gaussian with variance \(\sigma^2\) and mean

\[
m_A=m-\frac{\sigma^2}{kT}.
\]

Now define the reorganization energy without reference to springs, as half the difference of the mean gaps in the two states:

\[
\lambda=\frac{m-m_A}{2}=\frac{\sigma^2}{2kT}.
\]

It follows that

\[
\sigma^2=2\lambda kT,\qquad m=\Delta G+\lambda,\qquad m_A=\Delta G-\lambda .
\]

These are the relations found for one mode. Inserted into the Gaussian density at \(x=0\), they give

\[
k=\frac{2\pi}{\hbar}V^2\,(4\pi\lambda kT)^{-1/2}
\exp\!\left[-\frac{(\lambda+\Delta G)^2}{4\lambda kT}\right].
\]

A single quantity \(\lambda\) sets both the shift of the mean gap and the size of its fluctuations. The Boltzmann factor links them: a gap that fluctuates widely is also a gap that shifts strongly when the charge moves.

### Free-energy curves

Define \(F_D(x)=-kT\ln P_D(x)\) and \(F_A(x)=-kT\ln P_A(x)+\Delta G\). The exact relation becomes \(F_A(x)=F_D(x)+x\), so the curves cross at \(x=0\), where the transfer takes place. For the Gaussian both curves are parabolas of equal curvature, and

\[
F_D(x)-F_D(m)=\frac{(x-m)^2}{4\lambda}.
\]

At \(x=m_A=m-2\lambda\) the climb is \((2\lambda)^2/4\lambda=\lambda\). Thus \(\lambda\) is also the free energy needed to bring the donor state to the mean gap of the acceptor state. At \(x=0\) the climb is the barrier \((\lambda+\Delta G)^2/4\lambda\). The parabolas describe the statistics of the gap; the potential energy in each coordinate need not be harmonic.

With \(\lambda=0.8\) eV and \(\Delta G=-0.5\) eV, numerical integration of the reweighted Gaussian returns \(\Delta G=-0.500\) eV, \(m_A=-1.300\) eV and a climb of \(0.800\) eV.

### Why the gap should be Gaussian

Consider a solvent of \(n\) independent classical dipoles. Dipole \(j\) has orientation \(u_j=\cos\theta_j\). The energy is \(-a\sum_ju_j\) in D and \(+a\sum_ju_j+\Delta G\) in A. Reversing all the dipoles maps one sum onto the other, so the free-energy difference is \(\Delta G\). The gap is

\[
x=\Delta G+2a\sum_ju_j .
\]

It is a sum of many bounded, independent terms, and the central limit theorem makes its distribution Gaussian near the centre when \(n\) is large. A single term is far from Gaussian.

The size of the leading error in the variance follows from one dipole. Let \(y=a/kT\). For random orientations \(\langle u^2\rangle=1/3\) and \(\langle u^4\rangle=1/5\), so

\[
\ln\langle e^{yu}\rangle=\ln\left(1+\frac{y^2}{6}+\frac{y^4}{120}+\dots\right)
=\frac{y^2}{6}-\frac{y^4}{180}+\dots
\]

The first derivative is the mean of \(u\) in D, \(L=y/3-y^3/45\), and the second is its variance, \(L'=1/3-y^2/15\). In A the mean is \(-L\). Hence \(\lambda=2anL\) and \(\sigma^2=4a^2nL'\), and

\[
\frac{\sigma^2}{2\lambda kT}=\frac{yL'}{L}
\simeq\frac{1-y^2/5}{1-y^2/15}\simeq1-\frac{2y^2}{15}.
\]

To keep \(\lambda\) near a fixed value \(\lambda_0\) as \(n\) grows, use \(L\simeq y/3\) and set \(a^2=3\lambda_0kT/2n\). Then \(y^2\) falls as \(1/n\), and so does the error.

For \(\lambda_0=0.8\) eV and 100, 400 and 1600 dipoles, the computed variance ratio is 0.941, 0.985 and 0.996. The rate from the true gap density, divided by the Marcus rate with the true \(\lambda\), is 0.963, 0.990 and 0.997. The rate error falls by factors of about 3.5 and 3.9 at the two quadruplings; the program tests that each factor exceeds 2.5 and that the last error is below 1%. It also tests the exact relation on the non-Gaussian case of 100 dipoles: at \(x=\Delta G+0.1\) eV both \(P_A/P_D\) and \(e^{-0.1\,{\rm eV}/kT}\) are 0.0209.

The theorem concerns the centre of the distribution. Here \(x=0\) lies about \(1.5\sigma\) from the mean. The derivation of the relations between \(m\), \(\sigma^2\), \(\lambda\) and \(\Delta G\) asks for more: the factor \(e^{-x/kT}\) moves the weight to \(m_A\), which lies \(2\lambda/\sigma\approx7.9\) standard deviations below \(m\), so the Gaussian form must hold that far out. With \(\lambda_0\) fixed this distance stays near 7.9 standard deviations as \(n\) grows, and a large enough \(n\) covers it. In this model \(m=\Delta G+\lambda\) holds for any \(n\), by the symmetry between the two states; the departure from the Gaussian shows in the variance relation. Far in the wing the Gaussian must fail: this gap cannot fall below \(\Delta G-2an\), whereas a Gaussian has no end.

### A rate in numbers

Take \(\lambda=0.8\) eV, \(\Delta G=-0.5\) eV, \(V=0.0005\) eV and \(T=300\) K, so \(kT=0.025852\) eV. The gap in D has

\[
m=0.8-0.5=0.3\ {\rm eV},\qquad
\sigma=\sqrt{2\times0.8\times0.025852}=0.2034\ {\rm eV}.
\]

The barrier is \(0.3^2/(4\times0.8)=0.0281\) eV, or \(1.088\,kT\). The density at zero gap is

\[
P_D(0)=\frac{e^{-1.088}}{\sqrt{2\pi}\times0.2034\ {\rm eV}}=0.661\ {\rm eV^{-1}} .
\]

With \(2\pi V^2/\hbar=2.386\times10^9\) eV/s,

\[
k=2.386\times10^9\times0.661=1.58\times10^9\ {\rm s^{-1}},
\]

which is a lifetime of 0.634 ns.

### Changing the driving force

At fixed \(\lambda\), \(V\) and \(T\),

\[
\frac{\partial\ln k}{\partial\Delta G}=-\frac{\lambda+\Delta G}{2\lambda kT}.
\]

For \(\Delta G>-\lambda\), making the reaction more downhill speeds it up. At \(\Delta G=-\lambda\) the mean gap is zero, the barrier vanishes and the rate is largest. For \(\Delta G<-\lambda\) the derivative is positive, and a more downhill reaction is slower. This is the inverted region. There the acceptor state typically lies below the donor state at the donor's own geometries, and a fluctuation is needed to raise it. For \(\Delta G=-0.2\), \(-0.5\), \(-0.8\) and \(-1.1\) eV the Marcus rates are \(0.060\), \(1.58\), \(4.68\) and \(1.58\), in units of \(10^9\ {\rm s^{-1}}\). The second and fourth agree because their mean gaps, \(+0.3\) and \(-0.3\) eV, differ in sign alone.

The quantum sums for one mode with \(\hbar\omega=0.005\) eV stay within 2% of these values, which is tested. They are not quite symmetric: the excess over Marcus is 0.22% at \(-0.5\) eV and 0.12% at \(-1.1\) eV. The larger quantum variance, with relative excess \(\eta=0.0031\), changes \(\ln P_D(0)\) by \(\tfrac12\eta(m^2/\sigma^2-1)=0.18\%\) in both cases.

The asymmetry comes from a third moment of the line energies \(E_f-E_i\). Write \(\xi=x-m=-g(a+a^\dagger)\), where \(a\) is again the lowering operator and \(g^2=\lambda\hbar\omega\). Since \((H_A-m-E_i)|i\rangle=\xi|i\rangle\), the third central moment is

\[
c_3=\langle\xi(H_D-E_i+\xi)\xi\rangle
=\langle\xi^3\rangle+g^2\hbar\omega\,\langle(i+1)-i\rangle=\lambda(\hbar\omega)^2 .
\]

The odd power averages to zero, and the bracket compares the steps up and down the ladder. A small third moment multiplies \(C(s)\) by \(1+c_3(-is/\hbar)^3/6\), which adds \(-c_3/6\) times the third derivative of the Gaussian to the density. At zero gap the relative change is

\[
\frac{c_3}{6\sigma^3}(z^3-3z),\qquad z=-\frac m\sigma .
\]

It is \(+0.05\%\) for \(m=0.3\) eV and \(-0.05\%\) for \(m=-0.3\) eV. The estimates are then 0.23% and 0.13%. The fourth cumulant, \(c_4\simeq\sigma^2(\hbar\omega)^2\), is of the same order in \(\hbar\omega\). It changes the density by \((c_4/24\sigma^4)(z^4-6z^2+3)=-0.013\%\) in both cases, which brings the estimates to the computed 0.22% and 0.12%.

### The way back

The reverse rate starts from equilibrium in A and needs the same zero gap, so \(k_{\rm back}=(2\pi/\hbar)V^2P_A(0)\). The exact relation at \(x=0\) gives

\[
\frac{k_{\rm back}}{k}=\frac{P_A(0)}{P_D(0)}=e^{\Delta G/kT}.
\]

This is detailed balance, and within the classical rate expression it holds for any gap distribution. The Marcus form agrees, because \((\lambda-\Delta G)^2-(\lambda+\Delta G)^2=-4\lambda\Delta G\). In the example the ratio is \(3.98\times10^{-9}\) and the reverse rate is \(6.28\ {\rm s^{-1}}\).

### How weak the coupling must be

Follow one passage of the gap through zero at speed \(|\dot x|\). To first order the transferred amplitude is \(V/\hbar\) times \(\int e^{-i\dot xs^2/2\hbar}ds\), whose squared modulus is \(2\pi\hbar/|\dot x|\). The probability per passage is

\[
p=\frac{2\pi V^2}{\hbar|\dot x|}.
\]

Passages occur at the rate \(\langle|\dot x|\,\delta(x)\rangle_D\). In the product the speed cancels, and \((2\pi/\hbar)V^2P_D(0)\) returns. Slow nuclei cross less often but transfer more at each crossing.

The cancellation requires \(p\ll1\). For a mode with \(\hbar\omega=0.010\) eV the typical speed is \(\sigma\omega\), and \(p\approx2\pi V^2/(\sigma\hbar\omega)\approx8\times10^{-4}\). When \(p\) approaches one, the first-order probability is no longer valid and the growth of \(k\) as \(V^2\) must end.

The nuclear motion must also replenish the gaps near \(x=0\) faster than the transfer empties them. Otherwise the density there is depleted, and solvent relaxation helps to set the rate. With a high barrier, a relaxation time shorter than \(1/k\) is not enough, because the few donors near \(x=0\) react much faster than the average donor. Finally, if the two states have different stiffness, the gap is quadratic in the coordinates rather than linear. Its distribution is then in general not Gaussian, and \(P_D(0)\) must be found from the actual distribution.

## Values computed for the example and the checks

```
temperature = 300 K, kT = 0.025852 eV
lam = 0.8 eV, dG = -0.5 eV, V = 0.0005 eV
mean gap in donor = 0.3000 eV
gap standard deviation = 0.2034 eV
dephasing time hbar/sigma = 3.236 fs
gap density at zero = 0.66088 1/eV
golden-rule factor 2 pi V^2/hbar = 2.3865e+09 eV/s
barrier = 0.028125 eV
barrier/kT = 1.0879
Marcus rate = 1.5772e+09 1/s
Marcus lifetime = 0.6340 ns
quadrature: dG = -0.500000 eV, mean gap in acceptor = -1.300000 eV
quadrature: climb on donor free-energy curve = 0.80000 eV
100 dipoles: lam = 0.77629 eV, variance/(2 lam kT) = 0.94149, rate/Marcus = 0.96330
400 dipoles: lam = 0.79388 eV, variance/(2 lam kT) = 0.98475, rate/Marcus = 0.98962
1600 dipoles: lam = 0.79846 eV, variance/(2 lam kT) = 0.99615, rate/Marcus = 0.99732
100 dipoles, gap dG + 0.1 eV: P_A/P_D = 0.020897, exp(-0.1 eV/kT) = 0.020897
mode quantum 0.020 eV: variance/(2 lam kT) = 1.04939, rate/Marcus = 1.03384
mode quantum 0.010 eV: variance/(2 lam kT) = 1.01244, rate/Marcus = 1.00866
mode quantum 0.005 eV: variance/(2 lam kT) = 1.00312, rate/Marcus = 1.00218
scan of dG, Marcus rate and Franck-Condon rate (mode quantum 0.005 eV):
  dG = -0.2 eV: 6.0317e+07 1/s, 6.0680e+07 1/s
  dG = -0.5 eV: 1.5772e+09 1/s, 1.5806e+09 1/s
  dG = -0.8 eV: 4.6812e+09 1/s, 4.6743e+09 1/s
  dG = -1.1 eV: 1.5772e+09 1/s, 1.5791e+09 1/s
reverse rate: Marcus 6.2842e+00 1/s, Franck-Condon 6.2978e+00 1/s
reverse/forward = 3.9845e-09
dynamics, mode quantum 0.010 eV: period = 413.57 fs
  t = 103.39 fs: acceptor population = 1.65678e-04
  t = 206.78 fs: acceptor population = 3.30010e-04
  t = 310.18 fs: acceptor population = 4.94341e-04
slope of population = 1.5894e+09 1/s
slope/golden rule = 0.99911, slope/Marcus = 1.00776
```
